**Thermal width of a sharp level in elastic tunnelling spectroscopy**

The program tests the result W = 4 ln(1+√2) kT, where W is the full width at half maximum of a sharp level in the differential conductance, k is Boltzmann's constant and T is the temperature of the tip electrons. It integrates the tunnelling current from Fermi functions, differentiates it numerically, and asserts that the outcome agrees with the density of states smeared by minus the derivative of the tip's Fermi function. It also asserts that changing the sample temperature leaves the conductance unchanged, while changing the tip temperature does not. For two equal sharp levels it asserts the merging distance 2 arccosh(2) kT, the number of peaks on either side of it, and the apparent distance and dip depth for levels 1.2 meV apart. Further assertions require that a small lock-in modulation returns W, that larger modulation and voltage noise widen the peak, and that smooth barrier and tip slopes change the width by less than 1 %. The output gives W = 1.276 meV at 4.2 K and a merging distance of 0.953 meV. With 0.5 mV rms modulation and the thermal voltage noise of a 5 fF junction, the width rises to 1.641 meV.

## Numerical check

```python
# Result under test: in elastic tunnelling spectroscopy a sharp sample level
# appears in dI/dU with full width at half maximum W = 4 ln(1+sqrt 2) k T,
# T being the temperature of the tip electrons.
# E: energy from the sample Fermi level; U: tip Fermi level above it (meV).
# I(U) = integral of rho(E) [f_tip(E-U) - f_sample(E)] dE, rho: sample states.
# All energies are in meV unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

K_MEV = const.k / const.e * 1e3
HARTREE_MEV = const.physical_constants["Hartree energy in eV"][0] * 1e3
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
T_TIP = 4.2
kT = K_MEV * T_TIP


def fermi(x, temperature):
    return expit(-x / (K_MEV * temperature))


def kernel(x, temperature=T_TIP):
    t = K_MEV * temperature
    return 1 / (4 * t * np.cosh(x / (2 * t))**2)


def thermal_width(temperature):
    return 4 * np.log(1 + np.sqrt(2)) * K_MEV * temperature


def measured_width(x, y):
    """Full width at half maximum of a sampled single peak."""
    half = y.max() / 2
    inside = np.where(y >= half)[0]
    i, j = inside[0], inside[-1]
    left = x[i-1] + (half-y[i-1]) * (x[i]-x[i-1]) / (y[i]-y[i-1])
    right = x[j] + (half-y[j]) * (x[j+1]-x[j]) / (y[j+1]-y[j])
    return right - left


def conductance(U, E, rho, t_tip, t_sample, step=0.005):
    """Numerical derivative of the current integral."""
    def current(u):
        occupation = (fermi(E[None, :] - u[:, None], t_tip)
                      - fermi(E, t_sample)[None, :])
        return trapezoid(rho * occupation, E, axis=1)
    return (current(U + step) - current(U - step)) / (2 * step)


W = thermal_width(T_TIP)

# Kernel: area, and convolution law for a structured density of states
area = quad(kernel, -40 * kT, 40 * kT, points=[0])[0]
assert abs(area - 1) < 1e-8
E = np.linspace(-40, 50, 9001)
rho = 1 + 0.5 * np.cos(E / 1.3) + 0.8 * np.exp(-(E - 4)**2)
U_test = np.array([-5.0, -1.0, 0.5, 3.0, 4.0, 7.5])
from_current = conductance(U_test, E, rho, T_TIP, 9.0)
from_kernel = np.array([trapezoid(rho * kernel(E - u), E) for u in U_test])
assert np.max(np.abs(from_current / from_kernel - 1)) < 1e-3
same_sample = conductance(U_test, E, rho, T_TIP, T_TIP)
assert np.max(np.abs(from_current - same_sample)) < 1e-7
warm_tip = conductance(U_test, E, rho, 9.0, T_TIP)
assert np.max(np.abs(warm_tip - same_sample)) > 0.01

# Width of a narrow level, from the current itself
E_line = np.linspace(2.8, 3.2, 401)
rho_line = np.exp(-0.5 * ((E_line - 3) / 0.02)**2)
U_line = np.linspace(-5, 11, 1601)
W_numeric = measured_width(
    U_line, conductance(U_line, E_line, rho_line, T_TIP, 9.0))
assert abs(W_numeric / W - 1) < 3e-3   # the line has a small own width

# Two equal sharp lines: merging distance and apparent splitting
def third_difference(x, s=0.02 * kT):
    f = lambda y: fermi(y, T_TIP)
    return (f(x+2*s) - 2*f(x+s) + 2*f(x-s) - f(x-2*s)) / (2 * s**3)


merge = 2 * np.arccosh(2) * kT
merge_numeric = 2 * brentq(third_difference, 0.5 * kT, 2.5 * kT)
assert abs(merge_numeric / merge - 1) < 1e-3


x_pair = np.linspace(-4, 4, 8001)


def pair_curve(distance, step=0.002):
    def current(u):
        return (fermi(distance/2 - u, T_TIP) + fermi(-distance/2 - u, T_TIP))
    return (current(x_pair + step) - current(x_pair - step)) / (2 * step)


def peak_places(y):
    inner = (y[1:-1] > y[:-2]) & (y[1:-1] >= y[2:])
    return x_pair[1:-1][inner]


assert len(peak_places(pair_curve(0.95 * merge))) == 1
assert len(peak_places(pair_curve(1.05 * merge))) == 2
pair_distance = 1.2
A = np.cosh(pair_distance / (2 * kT))
apparent = 2 * kT * np.arccosh(A - 2 / A)
dip_ratio = 4 * (A - 1) / A**2
y_pair = pair_curve(pair_distance)
places = peak_places(y_pair)
assert len(places) == 2
assert abs(places[1] - places[0] - apparent) < 0.005
assert abs(y_pair[4000] / y_pair.max() - dip_ratio) < 1e-3

# Neglected effect: barrier and tip density of states vary with energy
gap_nm, barrier_eV, tip_slope_per_eV = 0.6, 4.0, 1.0
level = 10.0
U_bar = np.linspace(level - 6, level + 6, 6001)


def level_width(with_slopes):
    occupation = fermi(level - U_bar, T_TIP) - fermi(level, T_TIP)
    weight = np.ones_like(U_bar)
    if with_slopes:
        height = (barrier_eV * 1e3 + U_bar / 2 - level) / HARTREE_MEV
        action = 2 * gap_nm / BOHR_NM * np.sqrt(2 * height)
        weight = np.exp(-(action - action[3000]))
        weight = weight * (1 + tip_slope_per_eV * (level - U_bar) / 1e3)
    return measured_width(U_bar, np.gradient(weight * occupation, U_bar))


slope_change = level_width(True) / level_width(False) - 1
assert abs(slope_change) < 0.01

# Neglected effects: lock-in modulation and thermal voltage noise
capacitance_fF = 5.0
noise_mV = np.sqrt(const.k * T_TIP / (capacitance_fF * 1e-15)) * 1e3
charging = const.e / (2 * capacitance_fF * 1e-15) * 1e3
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
x_lock = np.linspace(-6, 6, 1201)
phases = (np.arange(64) + 0.5) * 2 * np.pi / 64


def lockin_width(rms_mV, noise_rms_mV=0.0):
    """Width of the first-harmonic signal of one sharp level."""
    amplitude = np.sqrt(2) * rms_mV
    signal = np.zeros_like(x_lock)
    for node, weight in zip(nodes, weights):
        bias = (x_lock[:, None] + noise_rms_mV * node
                + amplitude * np.cos(phases)[None, :])
        harmonic = np.mean(fermi(-bias, T_TIP) * np.cos(phases), axis=1)
        signal += weight * 2 / amplitude * harmonic
    return measured_width(x_lock, signal)


assert abs(lockin_width(0.005) / W - 1) < 1e-3
modulations = [0.2, 0.5, 1.0]
mod_widths = [lockin_width(m) for m in modulations]
assert W < mod_widths[0] < mod_widths[1] < mod_widths[2]
noise_width = lockin_width(0.005, noise_mV)
combined_width = lockin_width(0.5, noise_mV)
assert W < noise_width < combined_width

# Neglected effect: finite lifetime, Lorentzian of full width W
angles = (np.arange(2000) + 0.5) * np.pi / 2000 - np.pi / 2
offsets = W / 2 * np.tan(angles)
# clipping avoids overflow of cosh where the kernel is already zero
separation = np.clip(x_lock[:, None] - offsets[None, :], -100, 100)
life_width = measured_width(x_lock, np.mean(kernel(separation), axis=1))
assert W < life_width < 2 * W
lifetime_ps = const.hbar / (W * 1e-3 * const.e) * 1e12

print(f"tip temperature: {T_TIP:.1f} K")
print(f"Boltzmann constant: {K_MEV:.6f} meV/K")
print(f"thermal energy kT: {kT:.4f} meV")
print(f"width factor W/kT: {W/kT:.4f}")
print(f"thermal width W: {W:.4f} meV")
print(f"W in atomic units: {W/HARTREE_MEV:.3e} hartree")
print(f"W from numerical current, sample 9 K: {W_numeric:.4f} meV")
print(f"kernel area: {area:.6f}")
print(f"kernel height: {kernel(0.0):.4f} 1/meV")
for temperature in (1.0, 77.0, 300.0):
    print(f"W at {temperature:.0f} K: {thermal_width(temperature):.3f} meV")
print(f"temperature for W = 0.1 meV: {0.1/thermal_width(1.0):.3f} K")
print(f"merging distance / kT: {merge/kT:.4f}")
print(f"merging distance: {merge:.4f} meV")
print(f"merging distance, numerical: {merge_numeric:.4f} meV")
print(f"example pair, true distance: {pair_distance:.1f} meV")
print(f"example pair, A: {A:.4f}")
print(f"example pair, apparent distance: {apparent:.3f} meV")
print(f"example pair, dip/peak: {dip_ratio:.3f}")
print(f"gap: {gap_nm:.1f} nm; barrier: {barrier_eV:.1f} eV")
print(f"tip density slope: {tip_slope_per_eV*100:.0f} % per eV")
print(f"level used for slope test: {level:.0f} meV")
print(f"width change from slopes: {100*slope_change:.3f} %")
for m, w in zip(modulations, mod_widths):
    print(f"width with {m:.1f} mV rms modulation: {w:.3f} meV")
print(f"junction capacitance: {capacitance_fF:.0f} fF")
print(f"thermal voltage noise: {noise_mV:.3f} mV rms")
print(f"width with voltage noise: {noise_width:.3f} meV")
print(f"charging energy: {charging:.4f} meV")
print(f"width with 0.5 mV rms and noise: {combined_width:.3f} meV")
print(f"width with tip at 5 K: {thermal_width(5.0):.3f} meV")
print(f"width for Lorentzian line of width W: {life_width:.3f} meV")
print(f"lifetime hbar/W: {lifetime_ps:.3f} ps")
print("tests ok")
```

Running it gives:

```
tip temperature: 4.2 K
Boltzmann constant: 0.086173 meV/K
thermal energy kT: 0.3619 meV
width factor W/kT: 3.5255
thermal width W: 1.2760 meV
W in atomic units: 4.689e-05 hartree
W from numerical current, sample 9 K: 1.2772 meV
kernel area: 1.000000
kernel height: 0.6907 1/meV
W at 1 K: 0.304 meV
W at 77 K: 23.393 meV
W at 300 K: 91.141 meV
temperature for W = 0.1 meV: 0.329 K
merging distance / kT: 2.6339
merging distance: 0.9533 meV
merging distance, numerical: 0.9534 meV
example pair, true distance: 1.2 meV
example pair, A: 2.7191
example pair, apparent distance: 0.946 meV
example pair, dip/peak: 0.930
gap: 0.6 nm; barrier: 4.0 eV
tip density slope: 100 % per eV
level used for slope test: 10 meV
width change from slopes: -0.102 %
width with 0.2 mV rms modulation: 1.334 meV
width with 0.5 mV rms modulation: 1.620 meV
width with 1.0 mV rms modulation: 2.462 meV
junction capacitance: 5 fF
thermal voltage noise: 0.108 mV rms
width with voltage noise: 1.309 meV
charging energy: 0.0160 meV
width with 0.5 mV rms and noise: 1.641 meV
width with tip at 5 K: 1.519 meV
width for Lorentzian line of width W: 2.202 meV
lifetime hbar/W: 0.516 ps
tests ok
```
